# Distant Charge-Transfer Excitations in GW-BSE and Adiabatic Local TDDFT: a numerical check

```python
"""
Result under test, for a distant donor D and acceptor A at separation R:
  GW-BSE charge-transfer energy  -> IP(D) - EA(A) - e^2/R
  adiabatic LDA TDDFT energy     -> Kohn-Sham gap eps(A) - eps(D), no e^2/R
IP, EA : GW ionization potential and electron affinity of isolated molecules
W      : statically screened Coulomb interaction, v : bare interaction
System : parallel planar butadienes, s-trans donor and s-cis acceptor, STO-3G.
Internal units are hartree and bohr; R is the distance between the planes.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag
from pyscf import gto, scf, dft, tdscf, ao2mo

scf.hf.MUTE_CHKFILE = True
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
CC_SINGLE, CC_DOUBLE, CH = 1.46, 1.34, 1.09             # angstrom


def butadiene(conformer, height):
    """Planar molecule with 120 degree angles; coordinates in bohr."""
    h = np.sqrt(3) / 2
    inner = np.array([-CC_SINGLE / 2, 0.0])
    outer = inner + CC_DOUBLE * np.array([-0.5, h])
    half = [("C", inner), ("C", outer),
            ("H", inner + CH * np.array([-0.5, -h])),
            ("H", outer + CH * np.array([-1.0, 0.0])),
            ("H", outer + CH * np.array([0.5, h]))]
    side = 1 if conformer == "cis" else -1
    shift = 0.5 * (1 + side) * 0.5 * outer[1]
    atoms = []
    for mirror in (False, True):
        for symbol, (x, y) in half:
            px, py = (-x, side * y) if mirror else (x, y)
            atoms.append((symbol, (px / BOHR, (py - shift) / BOHR,
                                   height / BOHR)))
    return atoms


def molecule(atoms):
    return gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)


def frontier_pair(mf, n_donor):
    """Highest occupied orbital on D and lowest empty orbital on A."""
    c = mf.mo_coeff
    sc = mf.get_ovlp() @ c
    weight = np.einsum("mp,mp->p", c[:n_donor], sc[:n_donor])
    nocc = mf.mol.nelectron // 2
    hole = max(p for p in range(nocc) if weight[p] > 0.5)
    electron = min(p for p in range(nocc, c.shape[1]) if weight[p] < 0.5)
    assert weight[hole] > 0.99 and weight[electron] < 0.01
    return hole, electron


class GW:
    """One-shot GW on Hartree-Fock, with W from the direct RPA."""

    def __init__(self, mol, guess=None):
        mf = scf.RHF(mol)
        mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-8
        mf.kernel(dm0=guess)
        assert mf.converged
        self.mf, self.eps = mf, mf.mo_energy
        n = len(self.eps)
        self.nocc = o = mol.nelectron // 2
        self.eri = ao2mo.restore(1, ao2mo.kernel(mf._eri, mf.mo_coeff), n)
        self.delta = (self.eps[None, o:] - self.eps[:o, None]).ravel()
        nov = self.delta.size
        self.vph = self.eri[:, :, :o, o:].reshape(n, n, nov)
        self.k = self.vph[:o, o:].reshape(nov, nov)
        root = np.sqrt(self.delta)
        squared, z = np.linalg.eigh(np.diag(self.delta**2)
                                    + 4 * root[:, None] * self.k * root)
        assert squared[0] > 0
        self.omega = np.sqrt(squared)
        self.modes = root[:, None] * z / np.sqrt(self.omega)

    @lru_cache(maxsize=None)
    def strength(self, p):
        return 2 * (self.vph[p] @ self.modes) ** 2

    def sigma(self, p, energy):
        sign = np.where(np.arange(len(self.eps)) < self.nocc, 1.0, -1.0)
        below = energy - self.eps[:, None] + sign[:, None] * self.omega
        return np.sum(self.strength(p) / below)

    def quasiparticle(self, p):
        energy = self.eps[p]
        for _ in range(30):
            energy = self.eps[p] + self.sigma(p, energy)
        assert abs(energy - self.eps[p] - self.sigma(p, energy)) < 1e-10
        return energy

    def polarizability(self):
        """Static response along the direction joining the molecules."""
        c, o = self.mf.mo_coeff, self.nocc
        z = self.mf.mol.intor("int1e_r")[2]
        dip = (c[:, :o].T @ z @ c[:, o:]).ravel()
        return 4 * dip @ np.linalg.solve(np.diag(self.delta) + 4 * self.k,
                                         dip)

    def bse(self, hole, electron):
        """Full singlet BSE in a window of 4 occupied and 4 empty orbitals."""
        first = self.nocc - 4
        s = slice(first, self.nocc + 4)
        v = self.eri[s, s, s, s]
        amp = self.vph[s, s] @ self.modes
        w = v - 4 * np.tensordot(amp / self.omega, amp, axes=(2, 2))
        e = np.array([self.quasiparticle(p) for p in range(first, first + 8)])
        o, u = slice(0, 4), slice(4, 8)
        gaps = (e[None, u] - e[o, None]).ravel()
        exchange = 2 * v[o, u, o, u].reshape(16, 16)
        direct = w[o, o, u, u].transpose(0, 2, 1, 3).reshape(16, 16)
        cross = w[o, u, u, o].transpose(0, 2, 3, 1).reshape(16, 16)
        i, a = hole - first, electron - first
        assert 0 <= i < 4 and 4 <= a < 8
        ct = 4 * i + a - 4

        def solve(scale):
            ma = np.diag(gaps) + exchange - scale * direct
            mb = exchange - scale * cross
            val, vec = np.linalg.eig(np.block([[ma, mb], [-mb, -ma]]))
            assert np.max(np.abs(val.imag)) < 1e-7
            keep = val.real > 0
            val, vec = val.real[keep], vec.real[:, keep]
            norm = np.sum(vec[:16]**2, axis=0) - np.sum(vec[16:]**2, axis=0)
            weight = vec[ct]**2 / norm
            best = np.argmax(weight)
            return val[best], weight[best]

        energy, weight = solve(1.0)
        unbound, _ = solve(0.0)
        return dict(energy=energy, weight=weight, unbound=unbound,
                    gap=gaps[ct], w=w[i, i, a, a], v=v[i, i, a, a])


def sigma_by_frequency_integral(gw, p, energy):
    """Convolution of G and W along the imaginary frequency axis."""
    x, weights = np.polynomial.legendre.leggauss(80)
    total, v, y = 0.0, gw.vph[p], energy - gw.eps
    for t, wt in zip(x, weights):
        nu, jac = (1 + t) / (1 - t), 2 / (1 - t)**2
        m = np.diag((gw.delta**2 + nu**2) / (4 * gw.delta)) + gw.k
        wc = -np.einsum("qn,nq->q", v, np.linalg.solve(m, v.T))
        total -= wt * jac * np.sum(wc * y / (y**2 + nu**2)) / np.pi
    return total


def lda(mol, coulomb_integrals, guess=None):
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 0
    mf.conv_tol = 1e-10
    mf._eri = coulomb_integrals
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def orbital_moments(gw, p):
    c = gw.mf.mo_coeff[:, p]
    r = np.einsum("m,xmn,n->x", c, gw.mf.mol.intor("int1e_r"), c)
    rr = np.einsum("m,xmn,n->x", c, gw.mf.mol.intor("int1e_rr"), c)
    return r, rr.reshape(3, 3).diagonal()


# ---------------------------------------------------------------- monomers
mol_d = molecule(butadiene("trans", 0.0))
mol_a = molecule(butadiene("cis", 0.0))
n_d = mol_d.nao_nr()
gw_d, gw_a = GW(mol_d), GW(mol_a)
homo, lumo = gw_d.nocc - 1, gw_a.nocc
ip, ea = -gw_d.quasiparticle(homo), -gw_a.quasiparticle(lumo)

middle = 0.5 * (gw_d.eps[homo] + gw_d.eps[homo + 1])
sigma_poles = gw_d.sigma(homo, middle)
sigma_integral = sigma_by_frequency_integral(gw_d, homo, middle)
assert abs(sigma_poles - sigma_integral) < 1e-6

alpha_d, alpha_a = gw_d.polarizability(), gw_a.polarizability()
r_d, rr_d = orbital_moments(gw_d, homo)
r_a, rr_a = orbital_moments(gw_a, lumo)
d2 = rr_d + rr_a - 2 * r_d * r_a
quadrupole = 0.5 * (2 * d2[2] - d2[0] - d2[1])          # bohr^2

print("butadiene pair, STO-3G; donor s-trans, acceptor s-cis")
print(f"C-C, C=C, C-H lengths: {CC_SINGLE}, {CC_DOUBLE}, {CH} angstrom")
print(f"GW IP of donor: {ip*EV:.4f} eV")
print(f"GW EA of acceptor: {ea*EV:.4f} eV")
print(f"IP - EA: {(ip-ea)*EV:.4f} eV = {ip-ea:.6f} hartree")
print(f"self-energy, pole sum: {sigma_poles*EV:.6f} eV")
print(f"self-energy, frequency integral: {sigma_integral*EV:.6f} eV")

# ------------------------------------------------------------------ GW-BSE
guess_hf = block_diag(gw_d.mf.make_rdm1(), gw_a.mf.make_rdm1())
distances = [6.0, 15.0, 30.0]
bse_energy, remainder, integrals = {}, {}, {}
for dist in distances:
    pair = GW(molecule(butadiene("trans", 0.0) + butadiene("cis", dist)),
              guess_hf)
    integrals[dist] = pair.mf._eri
    hole, electron = frontier_pair(pair.mf, n_d)
    res = pair.bse(hole, electron)
    r = dist / BOHR
    law = ip - ea - 1 / r
    bse_energy[dist] = res["energy"]
    remainder[dist] = res["energy"] - law
    assert res["weight"] > 0.95
    assert abs(res["unbound"] - res["gap"]) < 1e-5
    print(f"R = {dist:.0f} angstrom: e^2/R = {EV/r:.4f} eV, "
          f"W = {res['w']*EV:.4f} eV, v = {res['v']*EV:.4f} eV")
    print(f"  GW gap {res['gap']*EV:.4f} eV, BSE {res['energy']*EV:.4f} eV, "
          f"BSE without W {res['unbound']*EV:.4f} eV")
    print(f"  IP-EA-e^2/R {law*EV:.4f} eV, "
          f"BSE minus law {remainder[dist]*EV*1000:.3f} meV")
    if dist == distances[-1]:
        bare_coefficient = (res["v"] - 1 / r) * r**3
        shift_hole = (pair.sigma(hole, pair.eps[hole])
                      - gw_d.sigma(homo, gw_d.eps[homo]))
        shift_electron = (pair.sigma(electron, pair.eps[electron])
                          - gw_a.sigma(lumo, gw_a.eps[lumo]))
        law_hole = alpha_a / (2 * r**4)
        law_electron = -alpha_d / (2 * r**4)
    del pair

assert abs(remainder[30.0]) * EV < 0.01
power = np.log(abs(remainder[15.0] / remainder[30.0])) / np.log(2.0)
assert abs(power - 3) < 0.3
assert abs(bare_coefficient / quadrupole - 1) < 0.03
assert abs(shift_hole / law_hole - 1) < 0.15
print(f"decay power of BSE minus law, 15 to 30 angstrom: {power:.3f}")
print(f"R^-3 coefficient of v, from integral: {bare_coefficient:.3f} bohr^2")
print(f"R^-3 coefficient of v, from moments: {quadrupole:.3f} bohr^2")
print(f"polarizability along R: donor {alpha_d:.3f}, "
      f"acceptor {alpha_a:.3f} bohr^3")
print("self-energy shifts at 30 angstrom, computed and e^2 alpha/(2R^4) law:")
print(f"  occupied level of D: {shift_hole*EV*1e6:.3f} and "
      f"{law_hole*EV*1e6:.3f} microeV")
print(f"  empty level of A: {shift_electron*EV*1e6:.3f} and "
      f"{law_electron*EV*1e6:.3f} microeV")
assert abs(shift_electron / law_electron - 1) < 0.15

# --------------------------------------------------------------- LDA TDDFT
ks_d, ks_a = lda(mol_d, gw_d.mf._eri), lda(mol_a, gw_a.mf._eri)
ks_gap = ks_a.mo_energy[lumo] - ks_d.mo_energy[homo]
guess_ks = block_diag(ks_d.make_rdm1(), ks_a.make_rdm1())
print(f"LDA gap from isolated molecules: {ks_gap*EV:.4f} eV")
td_energy = {}
for dist in (6.0, 30.0):
    mf = lda(molecule(butadiene("trans", 0.0) + butadiene("cis", dist)),
             integrals[dist], guess_ks)
    hole, electron = frontier_pair(mf, n_d)
    nocc = mf.mol.nelectron // 2
    gap = mf.mo_energy[electron] - mf.mo_energy[hole]
    td = tdscf.TDDFT(mf)
    td.nstates = 4
    td.kernel()
    weights = [2 * xy[0][hole, electron - nocc]**2 for xy in td.xy]
    state = int(np.argmax(weights))
    assert np.all(td.converged) and weights[state] > 0.9
    td_energy[dist] = td.e[state]
    assert abs(td_energy[dist] - gap) < 1e-5
    print(f"R = {dist:.0f} angstrom: LDA gap {gap*EV:.4f} eV, "
          f"TDDFT {td_energy[dist]*EV:.4f} eV")
    if dist == 6.0:
        ao = mf._numint.eval_ao(mf.mol, mf.grids.coords)
        c_h = mf.mo_coeff[:, [hole]]
        c_e = mf.mo_coeff[:, [electron]]
        product = np.abs((ao @ c_h) * (ao @ c_e)).ravel()
        norm1 = np.dot(mf.grids.weights, product)
        coupling = ao2mo.general(mf._eri, (c_h, c_e, c_h, c_e),
                                 compact=False)[0, 0]
        bound = (1.5 * (4 * np.pi)**(1 / 3) * norm1**(5 / 3)
                 * product.max()**(1 / 3))
        assert abs(coupling) < bound
        print(f"  integral of |phi_D phi_A|: {norm1:.3e}")
        print(f"  Coulomb coupling (g|v|g): {coupling*EV:.3e} eV, "
              f"bound {bound*EV:.3e} eV")

bse_change = bse_energy[30.0] - bse_energy[6.0]
td_change = td_energy[30.0] - td_energy[6.0]
assert abs(td_change) < 0.05 * bse_change
assert abs(td_energy[30.0] - ks_gap) * EV < 0.003
print(f"change from 6 to 30 angstrom, BSE: {bse_change*EV:.4f} eV")
print(f"change from 6 to 30 angstrom, TDDFT: {td_change*EV:.4f} eV")
print(f"change of -e^2/R, 6 to 30 angstrom: "
      f"{EV*BOHR*(1/6.0-1/30.0):.4f} eV")

# ------------------- LDA exchange kernel between true exponential orbitals
K_D, K_A, K_OCC = 0.9, 0.7, 1.1                         # decay, 1/bohr


def exchange_coupling(r):
    """|(g|f_x|g)| by quadrature in prolate spheroidal coordinates."""
    x, wt = np.polynomial.legendre.leggauss(200)
    span = 50.0 / r
    xi = 1 + 0.5 * span * (x[:, None] + 1)
    eta = x[None, :]
    r1, r2 = 0.5 * r * (xi + eta), 0.5 * r * (xi - eta)
    donor = K_D**3 / np.pi * np.exp(-2 * K_D * r1)
    acceptor = K_A**3 / np.pi * np.exp(-2 * K_A * r2)
    density = 2 * donor + 2 * K_OCC**3 / np.pi * np.exp(-2 * K_OCC * r2)
    kernel = (3 / np.pi)**(1 / 3) / 3 * density**(-2 / 3)
    volume = 2 * np.pi * (r / 2)**3 * (xi**2 - eta**2)
    return 0.5 * span * wt @ (donor * acceptor * kernel * volume) @ wt


near, far = exchange_coupling(15.0), exchange_coupling(20.0)
rate = np.log(near / far) / 5.0
guaranteed = min(2 * K_D / 3, 2 * K_A)
assert rate > guaranteed
print(f"model decay constants D, A, A occupied: {K_D}, {K_A}, {K_OCC} 1/bohr")
print(f"exchange-kernel coupling at 15 bohr: {near*EV:.3e} eV")
print(f"exchange-kernel coupling at 20 bohr: {far*EV:.3e} eV")
print(f"its decay rate: {rate:.3f} 1/bohr, "
      f"guaranteed rate {guaranteed:.3f} 1/bohr")

print("finished without a failed check")
```

Output:

```
butadiene pair, STO-3G; donor s-trans, acceptor s-cis
C-C, C=C, C-H lengths: 1.46, 1.34, 1.09 angstrom
GW IP of donor: 7.0401 eV
GW EA of acceptor: -6.6468 eV
IP - EA: 13.6869 eV = 0.502983 hartree
self-energy, pole sum: -0.319157 eV
self-energy, frequency integral: -0.319157 eV
R = 6 angstrom: e^2/R = 2.3999 eV, W = 2.2636 eV, v = 2.3063 eV
  GW gap 13.6829 eV, BSE 11.4200 eV, BSE without W 13.6829 eV
  IP-EA-e^2/R 11.2869 eV, BSE minus law 133.084 meV
R = 15 angstrom: e^2/R = 0.9600 eV, W = 0.9500 eV, v = 0.9535 eV
  GW gap 13.6868 eV, BSE 12.7367 eV, BSE without W 13.6868 eV
  IP-EA-e^2/R 12.7269 eV, BSE minus law 9.861 meV
R = 30 angstrom: e^2/R = 0.4800 eV, W = 0.4787 eV, v = 0.4792 eV
  GW gap 13.6869 eV, BSE 13.2081 eV, BSE without W 13.6869 eV
  IP-EA-e^2/R 13.2069 eV, BSE minus law 1.266 meV
decay power of BSE minus law, 15 to 30 angstrom: 2.962
R^-3 coefficient of v, from integral: -5.491 bohr^2
R^-3 coefficient of v, from moments: -5.509 bohr^2
polarizability along R: donor 2.989, acceptor 2.928 bohr^3
self-energy shifts at 30 angstrom, computed and e^2 alpha/(2R^4) law:
  occupied level of D: 3.935 and 3.856 microeV
  empty level of A: -3.898 and -3.937 microeV
LDA gap from isolated molecules: 4.5507 eV
R = 6 angstrom: LDA gap 4.5513 eV, TDDFT 4.5513 eV
  integral of |phi_D phi_A|: 1.479e-03
  Coulomb coupling (g|v|g): 5.763e-06 eV, bound 8.621e-05 eV
R = 30 angstrom: LDA gap 4.5507 eV, TDDFT 4.5507 eV
change from 6 to 30 angstrom, BSE: 1.7881 eV
change from 6 to 30 angstrom, TDDFT: -0.0007 eV
change of -e^2/R, 6 to 30 angstrom: 1.9200 eV
model decay constants D, A, A occupied: 0.9, 0.7, 1.1 1/bohr
exchange-kernel coupling at 15 bohr: 8.198e-06 eV
exchange-kernel coupling at 20 bohr: 8.805e-08 eV
its decay rate: 0.907 1/bohr, guaranteed rate 0.600 1/bohr
finished without a failed check
```
